# The lifetime of a molecular-anion resonance from its width

## The problem

An electron with about 2.0 eV of kinetic energy strikes a molecule and is held for a short time, forming a temporary negative ion. As a function of electron energy, this resonance has a Lorentzian profile with a width of 0.40 eV. The ion decays by releasing the electron. What is its exponential lifetime?

The width $\Gamma$ is the full width at half maximum, with the nuclei held fixed. The resonance is isolated from others, its coupling to the outgoing electron varies little across the profile, and electron release is its one decay channel. The lifetime $\tau$ is defined by the population, that is, by the probability that the ion still exists:

$$P(t)=e^{-t/\tau}.$$

## A tempting solution

A decaying state can be described by a complex energy whose imaginary part is minus half the width:

$$E_{\rm c}=E_r-\frac{i\Gamma}{2}.$$

Here $E_r$ is the resonance energy. Inserting $E_{\rm c}$ into the usual time factor gives

$$a(t)=e^{-iE_{\rm c}t/\hbar}=e^{-iE_rt/\hbar}\,e^{-\Gamma t/(2\hbar)}.$$

The first factor oscillates and the second decays. The second has fallen to $1/e$ when $\Gamma t/(2\hbar)=1$, so the lifetime seems to be

$$t=\frac{2\hbar}{\Gamma}=\frac{2\times0.6582\ \text{eV fs}}{0.40\ \text{eV}}=3.29\ \text{fs}.$$

## Where it goes wrong

The complex energy, the time factor and the arithmetic are all sound. The fault lies in the last reading: $a(t)$ is a probability amplitude, whereas the lifetime was defined by a probability. The amplitude must first be squared:

$$P(t)=|a(t)|^2=\left|e^{-iE_rt/\hbar}\right|^2\left(e^{-\Gamma t/(2\hbar)}\right)^2=e^{-\Gamma t/\hbar}.$$

The oscillating factor has modulus one and drops out, while squaring doubles the exponent of the decaying factor. At 3.29 fs the amplitude is $1/e$ of its initial value, but the population is already down to $1/e^2$. The tempting answer is therefore twice the lifetime.

This repair relies on the half in $E_r-i\Gamma/2$. If that half were misplaced, the corrected answer would still be wrong by a factor of two, so it has to be derived from the meaning of the width.

## The right solution

**From decay rate to width.** Let the amplitude of the free ion decay as $e^{-\kappa t}$, with $\kappa$ not yet related to $\Gamma$. Its equation of motion is

$$i\hbar\,\dot a=(E_r-i\hbar\kappa)\,a,$$

since dividing by $i\hbar$ gives $\dot a=(-iE_r/\hbar-\kappa)a$. In a collision experiment a steady beam of energy $E$ feeds the ion. This adds a driving term of constant strength $F$:

$$i\hbar\,\dot a=(E_r-i\hbar\kappa)\,a+F\,e^{-iEt/\hbar}.$$

Once transients have died away, the ion oscillates at the driving frequency, $a=c\,e^{-iEt/\hbar}$. The left side is then $E\,c\,e^{-iEt/\hbar}$, and cancelling the common exponential leaves

$$E\,c=(E_r-i\hbar\kappa)\,c+F
\quad\Longrightarrow\quad
c=\frac{F}{E-E_r+i\hbar\kappa}.$$

The population of the driven ion is

$$|c|^2=\frac{|F|^2}{(E-E_r)^2+(\hbar\kappa)^2}.$$

This is the Lorentzian profile. Its maximum, at $E=E_r$, is $|F|^2/(\hbar\kappa)^2$. It has half that value where the denominator has doubled:

$$(E-E_r)^2+(\hbar\kappa)^2=2(\hbar\kappa)^2
\quad\Longrightarrow\quad
E-E_r=\pm\hbar\kappa.$$

The distance between these two points is the full width:

$$\Gamma=2\hbar\kappa,\qquad \kappa=\frac{\Gamma}{2\hbar}.$$

The imaginary part of the complex energy is $-\hbar\kappa=-\Gamma/2$, as was assumed above. The half is there because $\Gamma$ measures the profile from side to side and not from its centre to one side.

**From width to lifetime.** The population decays at twice the rate of the amplitude:

$$P(t)=e^{-2\kappa t}=e^{-\Gamma t/\hbar}.$$

Comparison with $P(t)=e^{-t/\tau}$ gives

$$\boxed{\tau=\frac{\hbar}{\Gamma}}$$

Two factors of two have cancelled, one from taking the full width and one from squaring the amplitude. If a source quotes the half width at half maximum, it must be doubled before it is used here.

**The number.** With $\hbar=0.6582$ eV fs,

$$\tau=\frac{0.6582\ \text{eV fs}}{0.40\ \text{eV}}=1.65\ \text{fs}=1.65\times10^{-15}\ \text{s}.$$

The constant must be $\hbar$ and not $h$, because the phase of a quantum state advances as $Et/\hbar$. Using $h$ would multiply the result by $2\pi$ and give 10.34 fs.

The third digit is meaningful if 0.40 eV is taken as a given value. If it is a measurement rounded to two digits, the width lies between 0.395 and 0.405 eV, and the lifetime between 1.67 and 1.63 fs.

## What the lifetime means

The probability of decay between $t$ and $t+dt$ is $-\dot P\,dt$. The mean time of decay is therefore, after integration by parts,

$$\langle t\rangle=\int_0^\infty t\,(-\dot P)\,dt
=\bigl[-tP\bigr]_0^\infty+\int_0^\infty P\,dt
=0+\int_0^\infty e^{-t/\tau}dt=\tau.$$

The boundary term vanishes because $t$ is zero at the lower limit and the exponential defeats $t$ at the upper one. Thus $\tau$ is the mean lifetime, and after this time a fraction $e^{-1}=0.368$ of the ions remains. The half-life follows from $e^{-t/\tau}=1/2$:

$$t_{1/2}=\tau\ln2=1.14\ \text{fs}.$$

After 5 fs the surviving fraction is $e^{-5/1.6455}=0.048$.

The time an unbound electron needs to cross a molecule gives a scale for comparison. At 2.0 eV its speed is $v=\sqrt{2E/m_e}=8.39\times10^5$ m/s, or 0.839 nm/fs. It covers 0.3 nm, a typical molecular size, in 0.36 fs. The lifetime is 4.6 times longer, so the electron is delayed well beyond a simple passage. The comparison is a rough one, since the molecule's attraction changes the speed inside it.

The formula behaves sensibly in both limits. As $\Gamma\to0$ the lifetime grows without bound and the ion becomes a stationary state of sharp energy. As $\Gamma$ grows, $\tau$ shrinks towards the crossing time, and a distinct temporary ion ceases to be a useful picture.

If there are several independent decay channels, each removes population at its own rate $\Gamma_j/\hbar$. The rates add:

$$\dot P=-\frac{\Gamma_1+\Gamma_2+\dots}{\hbar}\,P.$$

The total width then fixes the lifetime, and $\Gamma_j/\Gamma$ is the fraction of ions that decay through channel $j$.

## Why the decay is exponential

So far the exponential has been assumed. It can be derived from a model in which the ion, a single state of amplitude $a$, is coupled to many states of the free electron with amplitudes $b_k$. Energies $\varepsilon_k$ are measured from the resonance. The free states are spaced by $\Delta\varepsilon$, fill a band from $-W$ to $W$, and share one real coupling $V$:

$$i\hbar\,\dot a=\sum_kV\,b_k,\qquad i\hbar\,\dot b_k=\varepsilon_kb_k+V\,a.$$

With $a(0)=1$ and $b_k(0)=0$, the second equation has the solution

$$b_k(t)=-\frac{i}{\hbar}V\int_0^t e^{-i\varepsilon_ks/\hbar}\,a(t-s)\,ds.$$

Inserting it into the first equation, where the two factors $-i/\hbar$ multiply to $-1/\hbar^2$, gives

$$\dot a(t)=-\frac{1}{\hbar^2}\int_0^tK(s)\,a(t-s)\,ds,\qquad K(s)=\sum_kV^2e^{-i\varepsilon_ks/\hbar}.$$

Define $\Gamma=2\pi V^2/\Delta\varepsilon$. For closely spaced states, and for times well below $2\pi\hbar/\Delta\varepsilon$, the sum becomes an integral:

$$K(s)=\frac{\Gamma}{2\pi}\int_{-W}^{W}e^{-i\varepsilon s/\hbar}d\varepsilon=\frac{\Gamma\hbar}{\pi}\,\frac{\sin(Ws/\hbar)}{s}.$$

The Laplace transform $\tilde a(p)=\int_0^\infty e^{-pt}a(t)\,dt$ turns the equation of motion into $p\tilde a-1=-\tilde K\tilde a/\hbar^2$. The transform of $\sin(\omega s)/s$ is $\arctan(\omega/p)=\pi/2-\arctan(p/\omega)$, and for a wide band $\arctan(p/\omega)\approx p/\omega$ with $\omega=W/\hbar$. Hence

$$\frac{\tilde K}{\hbar^2}\approx\frac{\Gamma}{\pi\hbar}\left(\frac{\pi}{2}-\frac{\hbar p}{W}\right)=\frac{\Gamma}{2\hbar}-xp,\qquad x=\frac{\Gamma}{\pi W},$$

$$\tilde a(p)=\frac{1}{(1-x)\,p+\Gamma/(2\hbar)}.$$

A transform $Z/(p+\lambda)$ belongs to the function $Ze^{-\lambda t}$. Dividing numerator and denominator by $1-x$ therefore gives

$$a(t)\approx\frac{1}{1-x}\exp\!\left[-\frac{\Gamma t}{2\hbar(1-x)}\right].$$

For an infinitely wide band $x=0$, and the amplitude decays as $e^{-\Gamma t/(2\hbar)}$. A finite band raises the decay rate by the fraction $x$ to leading order.

The prefactor exceeds one although $a(0)=1$, so the exponential cannot hold from the very start. For $t\ll\hbar/W$ the kernel keeps its initial value $K(0)=\Gamma W/\pi$ and $a\approx1$. Then $\dot a\approx-K(0)t/\hbar^2$, and integrating and squaring gives

$$P(t)\approx1-\frac{\Gamma W}{\pi\hbar^2}\,t^2.$$

The decay begins with zero slope. For $W=40$ eV this stage lasts for a time of order $\hbar/W=0.016$ fs, about a hundredth of the lifetime.

The model was also solved numerically by diagonalizing its Hamiltonian for $\Gamma=0.40$ eV, $W=40$ eV and $\Delta\varepsilon=0.04$ eV. The predicted rise in rate is $0.40/(40\pi)=0.318$ percent. An exponential fitted to the computed population between $\tau$ and $3\tau$ decays 0.319 percent faster than $\Gamma/\hbar$, with a decay time of 1.640 fs. The energy profile from the same solution is the squared overlap of the ion state with the eigenstates, counted per unit of energy. Its full width, read from an energy grid that cuts it slightly short, is 0.4012 eV. Near the resonance the finite band shifts the level by $xE$, so the profile has the denominator $(1-x)^2E^2+\Gamma^2/4$ and the width $\Gamma/(1-x)=0.4013$ eV. The product of width and fitted decay time is $0.9998\,\hbar$ with the first value and $1.0000\,\hbar$ with the second, which confirms the relation between width and lifetime in a model whose equations do not have exponential decay built in.

## When the threshold is near

The flat band ignores the fact that a free electron cannot have negative kinetic energy. Near that threshold the width depends on energy. For angular momentum $l$, the radial wave of wave number $k$ is proportional to $(kr)^{l+1}$ at small $r$, and the number of states per unit energy is proportional to $dk/dE\propto1/k$. The width contains the square of the wave times this density:

$$\Gamma(E)\propto k^{2l+2}\,\frac1k=k^{2l+1}\propto E^{\,l+1/2}.$$

To size the effect, take $l=2$ and let the width equal 0.40 eV at $E_r=2.0$ eV:

$$\Gamma(E)=\Gamma\left(\frac{E}{E_r}\right)^{5/2}e^{\,1-E/E_r}.$$

The last factor is a chosen cutoff that keeps the coupling finite at high energy. The power law itself is strict only for $kr\ll1$ and for a short-range interaction; the long-range field of a polar molecule changes it. At 2.0 eV and $r=0.15$ nm, $kr$ is already about 1.1, so the formula serves here as an illustration and not as the width of a real molecule. The same numerical method, with the level adjusted so that, including its shift by the continuum, it lies at 2.0 eV, gives a profile 0.400 eV wide whose maximum lies slightly lower, at 1.99 eV. From this width $\hbar/\Gamma$ predicts 1.645 fs, while the fitted decay time is 1.659 fs. The simple formula is 0.9 percent too short relative to the fitted time. Both the size and the sign of this deviation depend on the cutoff: other smooth choices can give up to a few percent in either direction. They also move the profile width itself away from $\Gamma(E_r)=0.40$ eV, to 0.34 eV for the factor $e^{(1-E/E_r)/2}$ and to 0.48 eV for $e^{1-(E/E_r)^2}$, and the lifetime follows the profile width; the value 0.400 eV found here is an accident of the chosen cutoff. It is therefore not a correction to apply. The flat-coupling assumption loses its basis when $\Gamma$ is comparable with $E_r$; here $\Gamma/E_r=0.2$.

## When the nuclei move

The width was defined for fixed nuclei, but a measured peak also contains vibrational structure. Suppose that the neutral molecule and the anion vibrate harmonically with the same quantum $\hbar\omega=0.20$ eV, about different bond lengths. Let the mean number of quanta excited by sudden attachment, the Huang-Rhys factor $S$, be 1. Both values are rough. The electronic width $\Gamma$ is held constant.

Attachment places the neutral's vibrational ground state on the anion's potential. Its probability of being found in anion level $v$ is $p_v=e^{-S}S^v/v!$. Measured from the vertical attachment energy, that level lies at $E_v=\hbar\omega(v-S)$, so that the mean energy is zero. Each level responds to the beam with the driven amplitude found earlier. When all final vibrational states of the molecule are counted, the cross terms between different anion levels vanish because those levels are orthogonal. The profile is

$$I(E)\propto\sum_v\frac{p_v}{(E-E_v)^2+\Gamma^2/4}.$$

This sum of displaced Lorentzians has a full width of 0.694 eV. Inserting that width into the lifetime formula would give

$$\frac{0.6582\ \text{eV fs}}{0.694\ \text{eV}}=0.95\ \text{fs},$$

which is 42 percent below the true 1.65 fs. The population still decays as $e^{-\Gamma t/\hbar}$, because every vibrational level loses electrons at the same rate. The extra breadth is a spread of level energies, not a faster decay. A peak recorded for one final vibrational state alone keeps the cross terms, so its width generally differs from that of the sum.

The nuclei themselves move little in this time. The mean bond coordinate starts at rest, displaced from the anion's equilibrium, and after a time $t$ has covered the fraction $1-\cos\omega t$ of the distance to it. At $t=\tau$ the phase is $\omega\tau=\hbar\omega/\Gamma=0.5$, and the fraction is $1-\cos0.5=0.12$. The full vibrational period is 20.7 fs. If the electronic width varies linearly with bond length, and by no more than a few percent between the two equilibrium positions, about 12 percent of that change has come into play by $t=\tau$. With a stronger variation the fraction differs, because ions at bond lengths with a larger width are lost first.

## In a processing plasma

The chosen energy suits a low-pressure inductively coupled plasma, where electrons typically have energies of a few eV. The numbers describe a generic resonance and no particular molecule. At a rough typical pressure of 10 mTorr and a gas temperature of 300 K, the density is $p/(k_BT)=3.2\times10^{14}$ cm$^{-3}$. With a rough collision cross-section of $10^{-14}$ cm$^2$ and a relative speed of 600 m/s, the mean time between gas collisions is 5.2 μs. The lifetime is $3\times10^{-10}$ of this, so gas collisions have no practical influence on the decay. Gas in a running reactor can be hotter. At fixed pressure this lowers the density as $1/T$ but raises the speed only as $\sqrt T$, so for the same cross-section collisions become rarer still. Of the assumptions examined here, fixed nuclei matters most: for the rough vibrational values above, using the width of the whole peak, summed over final vibrational states, would move the answer from 1.65 to 0.95 fs. Vibrational and instrumental broadening must therefore be removed from a measured width before it is converted. That is not always enough. A measured cross-section also carries a factor $1/E$, which alone turns this 0.400 eV peak into one 0.405 eV wide, and the resonance interferes with non-resonant scattering in the same partial wave: a background phase of 0.3 rad widens the peak to about 0.49 eV. In such cases $\Gamma$ has to come from a fit of the line shape and not from the half-maximum points. The numerical output below lists the values used.

## Values computed for the example and the checks

```
hbar = 0.658212 eV fs
Resonance width, FWHM = 0.40 eV
Lifetime hbar/width = 1.6455 fs
Lifetime, three digits = 1.65 fs
Half-life = 1.141 fs
Amplitude decay time = 3.291 fs
Wrong result with h for hbar = 10.34 fs
Lifetime for width 0.405 eV = 1.625 fs
Lifetime for width 0.395 eV = 1.666 fs
Population left after one lifetime = 0.3679
Population left after 5 fs = 0.0479
Width from Fourier quadrature = 0.40000 eV
Flat continuum, band half-width = 40 eV
  profile FWHM = 0.4012 eV
  fitted decay time = 1.6403 fs
  integral of survival probability = 1.6508 fs
  width times decay time / hbar = 0.9998
  rate excess found = 0.319 percent
  rate excess predicted = 0.318 percent
Resonance energy = 2.0 eV
Electron speed at that energy = 8.388e+05 m/s
Crossing length = 0.3 nm
Free crossing time = 0.358 fs
Lifetime / crossing time = 4.60
d-wave threshold model
  profile FWHM = 0.4001 eV
  hbar / profile FWHM = 1.645 fs
  fitted decay time = 1.659 fs
  error of hbar / FWHM = -0.9 percent
Vibrational quantum (rough) = 0.20 eV
Huang-Rhys factor (rough) = 1.0
Vibrational period = 20.7 fs
Shift towards anion equilibrium in tau = 12.2 percent
Vibrational envelope FWHM = 0.694 eV
False lifetime from envelope = 0.948 fs
Gas pressure = 10 mTorr
Gas temperature = 300 K
Gas density = 3.22e+14 cm^-3
Collision cross-section (rough) = 1e-14 cm^2
Relative gas speed (rough) = 600 m/s
Time between gas collisions = 5.2 microseconds
Lifetime / collision time = 3.2e-10
```
